# How nearly LAPW radial functions are orthogonal to confined core states

Let two real radial functions $c$ and $P$ solve the same spherical Schrödinger equation at energies $E_c$ and $E$, and let $S$ be their overlap inside a sphere of radius $R$. The product $(E-E_c)S$ changes sign when the two solutions exchange roles. It measures how far the Hamiltonian fails to be symmetric on the sphere. For a second-order differential operator with a local potential, that failure can come only from the surface, where the data are one value and one slope for each function. The only antisymmetric bilinear combination of these data is, up to a factor,

$$W[c,P]=c'(R)P(R)-c(R)P'(R).$$

Functions normalized by $\int P^2dr=1$ have dimension length$^{-1/2}$, so $W$ has dimension length$^{-2}$. Since $S$ is dimensionless, $\hbar^2/m$ must supply the remaining units:

$$S=\text{number}\times\frac{\hbar^2}{m}\,\frac{W[c,P]}{E-E_c}.$$

If the value and slope of $c$ vanished at $R$, the overlap would vanish too. This suggests that the augmentation functions of the linearized augmented-plane-wave (LAPW) method can be left unorthogonalized to the core. The argument needs a correction, because no core eigenstate meets that condition exactly. What can be proved is that the overlaps are small when the boundary values are small and the energies are well separated.

Atomic units are used in the algebra, and the treatment is nonrelativistic. For fixed angular momentum $l$, write the radial function as $u=P/r$. Then

$$h=-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}+V(r),\qquad hP=EP .$$

The potential may diverge like $-Z/r$ at the nucleus and is bounded elsewhere. At each $E$, $P$ is the solution that behaves as $r^{l+1}$ at the origin, normalized inside the sphere. Angle brackets denote integrals from $0$ to $R$, so $\langle P|P\rangle=1$. A dot denotes $\partial/\partial E$ and a prime $d/dr$. Differentiating the equation and the normalization with respect to energy gives

$$h\dot P=E\dot P+P,\qquad \langle P|\dot P\rangle=0. \tag{1}$$

The core state obeys $hc=E_cc$ with the same $V$ and the same $l$. It is normalized over a cell $0<r<L$ with $L>R$ and $c(L)=0$; a free atom is the limit $L\to\infty$. Cores of different $l$ or $m$ are orthogonal to $P$ and $\dot P$ through their spherical harmonics and need no further attention.

For any $f$ that behaves as $r^{l+1}$ at the origin, the potential and centrifugal terms cancel in the difference

$$\langle c|hf\rangle-\langle hc|f\rangle=-\frac12\int_0^R(cf''-c''f)\,dr .$$

The integrand is the derivative of $cf'-c'f$. At the origin each term of that expression behaves as $r^{2l+1}$ and vanishes, so only the upper limit contributes:

$$\langle c|hf\rangle-\langle hc|f\rangle=-\frac12\,(cf'-c'f)\Big|_{R}=\frac12W[c,f]. \tag{2}$$

Put $f=P$ and $\Delta=E-E_c$. The left side is $E\langle c|P\rangle-E_c\langle c|P\rangle=\Delta S$, so for $\Delta\neq0$

$$S=\langle c|P\rangle=\frac{W[c,P]}{2\Delta}. \tag{3}$$

The undetermined number in the dimensional argument is therefore $1/2$. Next put $f=\dot P$. By equation (1), $\langle c|h\dot P\rangle=E\dot S+S$, where $\dot S=\langle c|\dot P\rangle$, while $\langle hc|\dot P\rangle=E_c\dot S$. Hence $\Delta\dot S+S=\frac12W[c,\dot P]$, or

$$\dot S=\frac1\Delta\left(\frac12W[c,\dot P]-S\right). \tag{4}$$

In terms of $u=P/r$ and $u_c=c/r$, the product rule gives

$$W[c,P]=(u_c+Ru_c')Ru-Ru_c(u+Ru')=R^2(u_c'u-u_cu'),$$

all evaluated at $R$. Vanishing value and slope of $u_c$ are thus the same condition as $c(R)=c'(R)=0$. Under that condition both $W$'s are zero, and (3) and (4) give $S=\dot S=0$. This is the orthogonality anticipated in the opening argument.

To see that the condition cannot be met, apply the steps leading to (2) with $c$ replaced by $P$ and with $f=\dot P$. The left side becomes $\langle P|E\dot P+P\rangle-E\langle P|\dot P\rangle=\langle P|P\rangle$, so

$$1=\frac12\left[P'(R)\dot P(R)-P(R)\dot P'(R)\right]. \tag{5}$$

The norm in the sphere is itself a boundary quantity. At $E=E_c$ the core state solves the same equation as $P$ and is regular at the origin, so inside the sphere $c=aP$ with some constant $a$. If $c(R)=c'(R)=0$ with $a\neq0$, then $P(R)=P'(R)=0$, and (5) would read $1=0$. Hence $a=0$ and $c$ vanishes throughout the sphere. A solution with zero value and slope at $R$ also continues outward as zero, so there is no core state left.

Equation (5) says more. The pairs $(P,P')$ and $(\dot P,\dot P')$ at $R$ are linearly independent, at every energy. For $\Delta\ne0$, $S=\dot S=0$ would require $W[c,P]=W[c,\dot P]=0$. These are two independent linear equations for $c(R)$ and $c'(R)$, whose only solution is zero. A real core state is therefore never exactly orthogonal to both functions. One overlap alone can vanish: $S=0$ when $c$ and $P$ have the same logarithmic derivative at $R$.

The useful question is how large the overlaps are when a small core charge

$$Q=\int_R^Lc^2\,dr$$

leaks out of the sphere. Suppose $R$ lies beyond the outer turning point of the core, so that $c''=gc$ with $g=2V+l(l+1)/r^2-2E_c\ge0$ for $r>R$. Then $(cc')'=c'^2+gc^2\ge c'^2$. Integrate from $R$ to $L$, where $cc'=0$:

$$-c(R)c'(R)\ \ge\int_R^Lc'^2\,dr .$$

The right side is positive, so $c(R)\neq0$ and $\kappa=-c'(R)/c(R)$ is positive. The inequality becomes $\int_R^Lc'^2dr\le\kappa c(R)^2$. Integrating $(c^2)'=2cc'$ over the same range and using the Cauchy–Schwarz inequality gives

$$c(R)^2=-2\int_R^Lcc'\,dr\le2\sqrt Q\,\sqrt{\kappa}\,|c(R)| ,$$

and therefore $|c(R)|\le2\sqrt{\kappa Q}$. Since $|c'(R)|=\kappa|c(R)|$, we have $|W[c,P]|\le|c(R)|\,(\kappa|P(R)|+|P'(R)|)$, and (3) yields

$$|S|\le\frac{\sqrt{\kappa Q}}{|\Delta|}\left(\kappa|P(R)|+|P'(R)|\right). \tag{6}$$

For fixed $\kappa$ and fixed boundary values of $P$, the bound on $S$ scales as the square root of the leaked charge. It does not cover $\dot S$, which has to be evaluated separately from (4). A leakage of one part in a thousand can thus go with an overlap of a few per cent.

Small overlaps matter because of what they imply for the energies. Take the spherical cell as the complete problem, and consider a normalized LAPW trial function $\psi$ of angular momentum $l$. Inside the sphere it is $AP+B\dot P$. Outside it is any function that vanishes at $L$ and joins with continuous value and slope. By (5) the matching equations for $A$ and $B$ have a nonzero determinant, so they can always be solved. With $N=\langle\dot P|\dot P\rangle$ and $\langle P|\dot P\rangle=0$, the normalization and the overlap with the core over the whole cell are

$$A^2+B^2N+\int_R^L\psi^2dr=1,\qquad s_c=AS+B\dot S+\int_R^Lc\psi\,dr .$$

The last integral is at most $\sqrt Q$ times the norm of $\psi$ outside. So $|s_c|$ is bounded by the scalar product of $(|S|,|\dot S|/\sqrt N,\sqrt Q)$ with a vector of unit length, and

$$s_c^2\le\sigma_c^2,\qquad \sigma_c^2=S^2+\frac{\dot S^2}{N}+Q . \tag{7}$$

Now expand $\psi$ in the exact eigenstates of the cell. Their weights add to one. The cores carry weights $s_c^2$, and every other state has energy at least $E_v$, the lowest level above the cores. The slope of $\psi$ is continuous, so its energy has no surface contribution at $R$, and

$$\langle\psi|h|\psi\rangle\ge\sum_cs_c^2E_c+\Big(1-\sum_cs_c^2\Big)E_v\ge E_v-\sum_c\sigma_c^2\,(E_v-E_c). \tag{8}$$

The last step uses (7) and $E_c<E_v$. Here the matrix element covers the whole cell. The inequality holds for every trial function, hence for every level of the basis. If the sum on the right is small, no level can fall far towards the core, although nothing has been orthogonalized. This is the precise content of the claim that confined cores need no orthogonalization.

If $\sigma_c^2$ is not small, (8) permits a low level but does not predict one. Such a level may be a good copy of the core state. It may also be a poor copy at too high an energy, which in a band calculation appears as a ghost band.

For numbers, take the model potential $V=-[1+10\,e^{-r/d}]/r$ (atomic units) with $d=0.25$ Å in a cell of radius $L=5$ Å. Its lowest $s$ levels are at $-1144.77$, $-76.736$ and $-5.643$ eV. The first two, 1s and 2s, are treated as cores, and 3s is the valence level. The energy parameter is $E=-4$ eV. For 2s, therefore, $\Delta=-4+76.736=72.736$ eV.

At $R=1.2$ Å the boundary values, in units built from eV and Å, are

$$c=-0.081353,\quad c'=0.336338,\quad P=1.612889,\quad P'=0.533372,$$

$$\dot P=-0.0279362,\qquad \dot P'=-0.1719702 .$$

In these units the factor $\tfrac12$ in (2)–(5) becomes $\hbar^2/2m=3.80998$ eV Å$^2$. The first boundary term is

$$W[c,P]=0.336338\times1.612889+0.081353\times0.533372=0.58587\ \text{Å}^{-2},$$

with a plus sign because $c(R)$ is negative. Equation (3) gives

$$S=\frac{3.80998\times0.58587}{72.736}=0.0307 .$$

For the energy derivative,

$$W[c,\dot P]=-0.009396-0.013990=-0.023386\ \text{eV}^{-1}\text{Å}^{-2},$$

$$\dot S=\frac{3.80998\times(-0.023386)-0.03069}{72.736}=-1.647\times10^{-3}\ \text{eV}^{-1}.$$

Direct quadrature of the two overlaps gives the same values. The charge outside is $Q=7.94\times10^{-4}$, and $\kappa=4.134$ Å$^{-1}$. In (6) the factor $\tfrac12$ cancelled against the $2$ in $|c(R)|\le2\sqrt{\kappa Q}$, so in these units its right side carries the factor $2\times\hbar^2/2m=7.620$ eV Å$^2$. With these values it is $0.043$, above the actual $0.031$ as it must be.

The norm of $\dot P$ is $\sqrt N=0.010066$ eV$^{-1}$, so $\dot S/\sqrt N=-0.1636$. The three parts of (7) add to

$$\sigma_{2s}^2=0.00094+0.02677+0.00079=0.0285 .$$

Most of this comes from $\dot P$. Judging the core by its overlap with $P$ alone, or by its leaked charge alone, would here underestimate $\sigma^2$ by factors of about 30 and 36, respectively. The 2p core at the same radius, with its own $l=1$ functions, shows the same thing: it leaks $Q=1.6\times10^{-3}$, twice as much as 2s, but has $\sigma^2=0.14$, about five times as much.

The 2s term in (8) lowers the permitted energy by $0.0285\times(76.736-5.643)=2.03$ eV, to $-7.67$ eV. An actual LAPW calculation for this cell, with twenty basis functions (outside the sphere, $L-r$ times polynomials in $r$ of degree below twenty; larger bases below are of the same kind), gives a lowest level of $-5.643$ eV. The bound is safe but far from sharp. The dependence on the sphere radius is as follows, with energies in eV:

| $R$ (Å) | $Q_{2s}$ | $\sigma_{2s}^2$ | bound (8) | lowest level |
|---|---|---|---|---|
| 0.4 | 0.378 | 1.000 | −76.89 | −76.67 |
| 0.8 | 0.0209 | 0.892 | −69.08 | −5.643 |
| 1.2 | 0.00079 | 0.0285 | −7.67 | −5.643 |
| 1.6 | 0.000027 | 0.00030 | −5.66 | −5.643 |

At 1.6 Å the bound itself excludes a fall of more than about $0.02$ eV. At 0.4 Å, more than a third of the 2s charge lies outside, and the valence functions $P$ and $\dot P$ can represent nearly all of the rest. The lowest level then lies only $0.06$ eV above the exact 2s energy ($0.05$ eV with thirty-two or more functions, $0.17$ eV with twenty functions $\sin(n\pi r/L)$ outside the sphere), and the second level is the valence state at $-5.643$ eV. The basis has found the semicore state, although its energy parameter was set for the valence.

The row at 0.8 Å shows that a large $\sigma^2$ is not sufficient for a low level. The bound would allow one at $-69$ eV, yet the lowest level agrees with 3s to the digits shown. The basis still contains a poor copy of 2s at this radius, but its energy lies above the valence level: with twenty basis functions, about 60% of the 2s state sits in one level near $+17$ eV, a position that is not converged: it falls to about $+12$ eV with thirty-two functions and about $+9$ eV with eighty, while staying above the valence level. At 0.8, 1.2 and 1.6 Å no level lies below the valence level to the digits shown, and at 0.4 Å the only one that does lies about $0.06$ eV above the exact 2s energy, so the tabulated radii show a captured semicore state but no ghost below the valence level. The ghost appears between them. As the sphere grows from 0.4 Å, the copy of 2s deteriorates and rises. With twenty basis functions it lies at about $-72$ eV at 0.6 Å and about $-50$ eV at 0.7 Å; with thirty-two functions the latter moves to about $-52$ eV and with eighty to about $-54$ eV, while twenty functions $\sin(n\pi r/L)$ put it near $-45$ eV. In each case the level at 0.7 Å is far from both the 2s and the 3s energy. By 0.8 Å the copy has passed above the valence level.

Confinement is a property of each core separately. At 0.4 Å the 1s state has $\sigma^2=1.3\times10^{-4}$. Multiplied by its distance of 1139 eV from the valence level, this contributes only about $0.15$ eV to the bound, even though more than a third of the 2s charge lies outside the sphere.

Two further conditions limit the result. The first is the separation of energies. As $E\to E_c$, numerator and denominator in (3) vanish together, and $P$ becomes the core function itself, renormalized to the sphere. Since $\langle c|c\rangle=1-Q$, the overlap then satisfies $S^2=1-Q$. With $E$ placed on the 2s level at $R=1.6$ Å, the calculation gives $S=0.99999$, although only $3\times10^{-5}$ of the charge leaks out. A tightly confined core is therefore no protection if the energy parameter lies near its level.

The second condition is that core and valence functions belong to the same Hamiltonian. Suppose the core was computed with $h+\delta$, where $\delta(r)$ is a difference in the local potential. Then $hc=E_cc-\delta c$, the left side of (2) with $f=P$ acquires the extra term $\langle c|\delta|P\rangle$, and

$$S=\frac1\Delta\left(\frac12W[c,P]-\langle c|\delta|P\rangle\right).$$

For a constant $\delta$ the added term is $-\delta S/\Delta$, which only shifts $\Delta$ and vanishes along with $W$. For a $\delta$ that varies with $r$, the added term need not become small with the boundary values of the core. With $\delta=0.05\,e^{-r}$ in atomic units and the 2s core, it goes from $-1.9\times10^{-3}$ at 1.2 Å to $-1.3\times10^{-3}$ at 1.6 Å, while the boundary term falls from $3.1\times10^{-2}$ to $3.4\times10^{-3}$.

In a crystal, (3)–(5) hold unchanged inside each sphere for the spherical part of the potential, since they make no reference to what lies outside, provided core and valence functions solve the same nonrelativistic radial equation. Codes that treat the cores with the Dirac equation and the valence functions scalar-relativistically do not meet this condition, and that difference is not a local potential $\delta(r)$. The energy bound (8) was derived for the spherical cell; a crystal's nonspherical potential and neighbouring atoms are outside that proof. The numerical check tests the overlap formulas, the leakage bound and the energy bound on the model used here.

## Computed values

```
nuclear charge Z = 11, screening length d = 0.25 angstrom
cell radius L = 5.0 angstrom, energy parameter E = -4.0 eV
hbar^2/(2m) = 3.80998 eV angstrom^2
exact level 1s = -1144.7696 eV
exact level 2s = -76.7360 eV
exact level 3s = -5.6432 eV
exact level 2p = -52.2579 eV
2s core, R = 1.2 angstrom:
  c(R) = -0.081353 angstrom^-1/2
  c'(R) = 0.336338 angstrom^-3/2
  P(R) = 1.612889 angstrom^-1/2
  P'(R) = 0.533372 angstrom^-3/2
  Pdot(R) = -0.0279362 eV^-1 angstrom^-1/2
  Pdot'(R) = -0.1719702 eV^-1 angstrom^-3/2
  norm of Pdot = 0.010066 eV^-1
  S by quadrature = 0.0306882, from boundary = 0.0306882
  Sdot by quadrature = -1.6469e-03 eV^-1
  Sdot from boundary = -1.6469e-03 eV^-1
  charge outside Q = 7.9387e-04
  kappa = 4.1343 angstrom^-1
  leakage bound on |S| = 0.04322
2s core against sphere radius (dimensionless):
  R = 0.4 angstrom: Q = 3.781e-01, S = 7.772e-01, Sdot/norm = -1.337e-01, sigma^2 = 1.000e+00
  R = 0.8 angstrom: Q = 2.087e-02, S = 2.975e-01, Sdot/norm = -8.848e-01, sigma^2 = 8.923e-01
  R = 1.2 angstrom: Q = 7.939e-04, S = 3.069e-02, Sdot/norm = -1.636e-01, sigma^2 = 2.850e-02
  R = 1.6 angstrom: Q = 2.729e-05, S = 3.340e-03, Sdot/norm = -1.628e-02, sigma^2 = 3.035e-04
1s core (dimensionless):
  R = 0.4 angstrom: Q = 2.15e-05, S = 6.03e-04, sigma^2 = 1.34e-04
  R = 0.8 angstrom: Q = 2.65e-11, S = -4.41e-06, sigma^2 = 5.21e-11
2p core, l = 1, R = 1.2 angstrom: Q = 1.573e-03, S = 6.645e-02, sigma^2 = 1.382e-01
LAPW s levels and lower bound:
  R = 0.4 angstrom: lowest = -76.6741 eV, second = -5.6432 eV, bound = -76.8882 eV
  R = 0.8 angstrom: lowest = -5.6432 eV, second = 0.2558 eV, bound = -69.0807 eV
  R = 1.2 angstrom: lowest = -5.6432 eV, second = 0.2559 eV, bound = -7.6696 eV
  R = 1.6 angstrom: lowest = -5.6431 eV, second = 0.2563 eV, bound = -5.6647 eV
E set to the 2s level, R = 1.6 angstrom: S = 0.999986, 1 - Q = 0.999973
```
